# The Exact Nonadditive Kinetic Potential for One-Orbital Densities

## 1. The situation

Divide the electron density of a molecule into two parts, $n=n_A+n_B$, and compute the orbitals of part A alone while $n_B$ is held fixed. These orbitals cannot simply move in the effective potential of the whole molecule. In that potential they would fall into its lowest states, which in general extend over B as well, and their density would equal $n_A$ only if $n_A$ happened to be the density of those lowest states. Otherwise an additional potential must hold them in place. In density-functional embedding it comes from the kinetic energy and is called the nonadditive kinetic potential. The questions are what this potential is exactly, and when it can be written down explicitly.

Hartree atomic units are used: energies in hartree, lengths in bohr.

## 2. Definitions and assumptions

Let $T_s[n]$ be the smallest kinetic energy
$$\sum_i f_i\,\tfrac12\int|\nabla\phi_i|^2\,d^3r$$
over orthonormal orbitals $\phi_i$ with occupations $0\le f_i\le 2$ that give the density $n=\sum_i f_i|\phi_i|^2$. This is the spin-compensated functional: an orbital holds up to two electrons, and spin is not resolved. Define
$$T_{\rm nad}[n_A,n_B]=T_s[n_A+n_B]-T_s[n_A]-T_s[n_B],\qquad v_{\rm nad}(\mathbf r)=\left.\frac{\delta T_{\rm nad}}{\delta n_A(\mathbf r)}\right|_{n_B}.$$
The variations of $n_A$ keep its electron number $N_A$. Adding a constant to $v_{\rm nad}$ then changes nothing, since $\int\delta n_A\,d^3r=0$, so $v_{\rm nad}$ is defined up to a constant.

Two assumptions are made. Both $n_A$ and $n$ are ground-state densities of noninteracting electrons in local potentials, called $v_s[n_A]$ and $v_s[n]$. And $T_s$ has a functional derivative at both densities.

## 3. The exact relation

Take any density $n$ with its potential $v_s=v_s[n]$. The ground-state energy of noninteracting electrons in $v_s$ is the minimum of $T_s[n']+\int v_s n'\,d^3r$ over densities $n'$ with the same electron number, and the minimum is reached at $n'=n$. Put $n'=n+\epsilon\eta$ with $\int\eta\,d^3r=0$, where $\eta$ is small enough relative to $n$ that $n'$ stays positive for both signs of $\epsilon$. The first-order change must vanish:
$$\int\left(\frac{\delta T_s}{\delta n}+v_s\right)\eta\,d^3r=0 .$$
If the bracket took different values in two regions, an $\eta$ that moves density from one to the other would give a nonzero integral. The bracket is therefore a constant $\mu$:
$$\frac{\delta T_s}{\delta n(\mathbf r)}=\mu-v_s[n](\mathbf r).\tag{1}$$

Now vary $n_A$ at fixed $n_B$. The term $T_s[n_B]$ does not change, and $\delta n=\delta n_A$, so
$$v_{\rm nad}=\left.\frac{\delta T_s}{\delta n}\right|_{n_A+n_B}-\left.\frac{\delta T_s}{\delta n}\right|_{n_A}.$$
Inserting (1) twice reverses the order of the potentials, because $v_s$ enters (1) with a minus sign:
$$\boxed{\,v_{\rm nad}=v_s[n_A]-v_s[n_A+n_B]+\text{constant}\,}\tag{2}$$

Read as $v_s[n_A]=v_s[n]+v_{\rm nad}$ up to a constant, this says that $v_{\rm nad}$ turns the effective potential of the whole system into the one whose ground-state density is $n_A$.

## 4. Which densities must be one-orbital

Equation (2) is explicit if both potentials are. The densities that appear in it are $n_A$ and $n$, not $n_A$ and $n_B$. If A and B each hold two electrons in one orbital, $n$ holds four, and four electrons need at least two orbitals. One-orbital parts are therefore not enough. All three densities are one-orbital when $N_A+N_B\le2$, for instance with one electron in each part. That case comes first; two electrons in each part follow in section 7.

For $N\le2$ the functional $T_s$ is known. From $\nabla n=2\sum_i f_i\,{\rm Re}(\phi_i^*\nabla\phi_i)$ and the Cauchy-Schwarz inequality,
$$|\nabla n|^2\le4\Big(\sum_i f_i|\phi_i|^2\Big)\Big(\sum_i f_i|\nabla\phi_i|^2\Big)=4n\sum_i f_i|\nabla\phi_i|^2 .$$
Dividing by $8n$ and integrating shows that the kinetic energy is at least $\frac18\int|\nabla n|^2/n\,d^3r$. The single orbital $\phi=\sqrt{n/N}$ with occupation $N$ reaches this bound, and the occupation is allowed because $N\le2$. Hence
$$T_s[n]=\frac18\int\frac{|\nabla n|^2}{n}\,d^3r\qquad(N\le2),\tag{3}$$
the von Weizsäcker functional.

The potential follows from the Schrödinger equation of this orbital, $-\frac12\nabla^2\phi+v_s\phi=\varepsilon\phi$. Dividing by $\phi$, in which the factor $1/\sqrt N$ cancels, gives
$$v_s[n]=\varepsilon+u[n],\qquad u[n]=\frac{\nabla^2\sqrt n}{2\sqrt n}=\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2}.\tag{4}$$
The last form uses $\nabla\sqrt n=\nabla n/(2\sqrt n)$, whose divergence is $\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})$.

The density must have no nodes. At a nodal surface of an orbital $\phi_A$, the function $\sqrt{n_A}\propto|\phi_A|$ has a kink, so $\nabla^2\sqrt{n_A}$ contains a positive delta-function term on the surface where $\sqrt{n_A}$ itself vanishes, and $u[n_A]$ is singular there in this sense. Its limit on approaching the node may still be finite, as for an eigenfunction of a regular potential; for a mixture of such eigenfunctions it generally diverges as the inverse distance from the node. No regular potential has such a density as its one-orbital ground state.

## 5. Closed form for one electron in each part

Write $w=n_A/n$, $u_X=u[n_X]$ and $\mathbf g_X=\nabla\ln n_X=\nabla n_X/n_X$ for $X=A,B$. Equation (4) for each part gives $\nabla^2n_X/(4n_X)=u_X+|\mathbf g_X|^2/8$. For the sum,
$$\frac{\nabla^2n}{4n}=w\Big(u_A+\frac{|\mathbf g_A|^2}8\Big)+(1-w)\Big(u_B+\frac{|\mathbf g_B|^2}8\Big),\qquad \frac{\nabla n}{n}=w\,\mathbf g_A+(1-w)\,\mathbf g_B .$$
Put both into $u[n]$. The gradient terms combine through
$$w|\mathbf g_A|^2+(1-w)|\mathbf g_B|^2-|w\mathbf g_A+(1-w)\mathbf g_B|^2=w(1-w)|\mathbf g_A-\mathbf g_B|^2,\tag{5}$$
since each square is left with the coefficient $w-w^2$ or $(1-w)-(1-w)^2$, both equal to $w(1-w)$, and the cross term with $-2w(1-w)$. Therefore
$$u[n]=w\,u_A+(1-w)\,u_B+\tfrac18w(1-w)|\mathbf g_A-\mathbf g_B|^2 .$$
Subtracting this from $u_A$, as (2) requires, gives
$$\boxed{\,v_{\rm nad}=(1-w)(u_A-u_B)-\tfrac18w(1-w)\left|\nabla\ln\frac{n_A}{n_B}\right|^2+\text{constant}\,}\tag{6}$$

The first term replaces the potential of B by that of A where B dominates. The second is never positive. It depends only on the ratio $n_A/n_B$ and its gradient, not on how large the densities are. The weight $w(1-w)$ is largest where the two densities are equal, but the term also needs the ratio to vary: it vanishes where $\nabla\ln(n_A/n_B)=0$, and it can be large where $n_B\ll n_A$ if $\ln n_B$ changes steeply there. For $n_B/n_A=2x^2$ in one dimension it equals $-1/(1+2x^2)^2$ for $x\ne0$, which is largest in size near $x=0$, where $n_B$ is small.

The energy follows from the same identity. By (3), $T_s[n]=\frac18\int n|w\mathbf g_A+(1-w)\mathbf g_B|^2d^3r$, while the parts together give $\frac18\int n\,(w|\mathbf g_A|^2+(1-w)|\mathbf g_B|^2)\,d^3r$. With (5) and $n\,w(1-w)=n_An_B/n$,
$$T_{\rm nad}=-\frac18\int\frac{n_An_B}{n}\left|\nabla\ln\frac{n_A}{n_B}\right|^2d^3r\le0 .\tag{7}$$
Both electrons may share one orbital spread over A and B, so $T_s[n]$ is the von Weizsäcker energy alone, and by (5) this cannot exceed the sum for the parts. $T_{\rm nad}$ is zero only when $n_A/n_B$ is constant.

This depends on the choice of functional. If A is purely spin-up, B purely spin-down, and a spin-resolved functional is used, the kinetic energy is a sum of separate terms for the two spins. Then $T_{\rm nad}$ and $v_{\rm nad}$ vanish. Equations (6) and (7) belong to the spin-compensated functional of section 2.

## 6. Example: two hydrogen 1s densities

Let $n_A=e^{-2r_A}/\pi$ and $n_B=e^{-2r_B}/\pi$, where $r_A$ and $r_B$ are the distances from two centers $R$ apart. Their sum is a chosen density, not that of the interacting hydrogen molecule.

For $\sqrt{n_A}\propto e^{-r_A}$ the radial Laplacian gives $\nabla^2e^{-r_A}=(1-2/r_A)e^{-r_A}$, so $u_A=\frac12-1/r_A$, and likewise for B. The logarithmic gradients are $\mathbf g_A=-2\hat{\mathbf r}_A$ and $\mathbf g_B=-2\hat{\mathbf r}_B$. With $\gamma$ the angle between the two unit vectors, $|\mathbf g_A-\mathbf g_B|^2=4(2-2\cos\gamma)=8(1-\cos\gamma)$. Equation (6) becomes
$$v_{\rm nad}=(1-w)\left(\frac1{r_B}-\frac1{r_A}\right)-w(1-w)(1-\cos\gamma),\qquad w=\frac1{1+e^{2(r_A-r_B)}} .\tag{8}$$
The constant has been set to zero, which makes $v_{\rm nad}$ vanish at infinity: there $1/r_B-1/r_A\to0$ and $\gamma\to0$.

Take $R=2$ bohr, with A at $z=-1$ and B at $z=1$. At the point $z=0.5$ on the axis, $r_A=1.5$, $r_B=0.5$, $w=0.1192$ and $\cos\gamma=-1$, so
$$v_{\rm nad}=0.8808\,(2-0.6667)-2(0.1192)(0.8808)=1.1744-0.2100=0.9644\ \text{hartree}.$$
Further points on the axis:

| $z$ (bohr) | $w$ | $v_{\rm nad}$ (hartree) |
|---:|---:|---:|
| $-2.0$ | 0.982 | $-0.012$ |
| $-0.5$ | 0.881 | $-0.369$ |
| $0.0$ | 0.500 | $-0.500$ |
| $0.5$ | 0.119 | $0.964$ |
| $0.9$ | 0.027 | $9.170$ |
| $2.0$ | 0.018 | $0.655$ |

At the midpoint the first term of (8) vanishes and the second is $-\frac14\cdot2=-\frac12$ hartree ($-13.6$ eV), whatever the value of $R$. Both terms of (8) are negative or zero wherever $r_A\le r_B$, so the potential is attractive at the midpoint and on the A side of it. On the B side it is already repulsive at $z=0.5$ and strongly repulsive near B.

The repulsion has a definite strength. As $r_B\to0$, $v_{\rm nad}\simeq(1-w_B)/r_B$ with $w_B=1/(1+e^{2R})=0.018$. By the formula for $u[n]$ in section 5, $v_s[n]$ contains $-(1-w_B)/r_B$ at the same place. The two singularities cancel, as they must, because $v_s[n_A]=-1/r_A$ is regular at B. A proton of unit charge at B would instead leave $-w_B/r_B$. The summed 1s densities do not have the cusp that a unit charge requires.

The kinetic energies are $T_s[n]=0.8637$ and $T_s[n_A]=T_s[n_B]=0.5$ hartree, so
$$T_{\rm nad}=0.8637-1.0000=-0.1363\ \text{hartree}\quad(-3.71\ \text{eV}).$$

## 7. Two electrons in each part

Now $n_A$ and $n_B$ hold two electrons each. Equation (4) still gives $v_s[n_A]$, but $n$ needs two orbitals. Suppose its ground state fills two real orbitals doubly, with energies $\varepsilon_0<\varepsilon_1$ and gap $\Delta=\varepsilon_1-\varepsilon_0$. Write
$$\phi_0=s\cos\theta,\qquad\phi_1=s\sin\theta,\qquad s=\sqrt{n/2},$$
so that $2(\phi_0^2+\phi_1^2)=n$. The lowest orbital can be taken positive, and then $\theta=\arctan(\phi_1/\phi_0)$ is a smooth angle between $-\pi/2$ and $\pi/2$. Both orbitals obey $\nabla^2\phi_i=2(v_s-\varepsilon_i)\phi_i$.

**The angle.** Multiply the equation for $\phi_1$ by $\phi_0$, that for $\phi_0$ by $\phi_1$, and subtract. The potential drops out:
$$\nabla\cdot(\phi_0\nabla\phi_1-\phi_1\nabla\phi_0)=-2\Delta\,\phi_0\phi_1 .$$
The bracket is $\phi_0^2\nabla(\phi_1/\phi_0)=\phi_0^2\nabla\tan\theta=s^2\nabla\theta$, and $2\phi_0\phi_1=s^2\sin2\theta$. Multiplying by 2,
$$\nabla\cdot(n\nabla\theta)=-\Delta\,n\sin2\theta .\tag{9}$$

**The potential.** The Laplacians are
$$\nabla^2(s\cos\theta)=\cos\theta\,(\nabla^2s-s|\nabla\theta|^2)-\sin\theta\,(2\nabla s\cdot\nabla\theta+s\nabla^2\theta),$$
$$\nabla^2(s\sin\theta)=\sin\theta\,(\nabla^2s-s|\nabla\theta|^2)+\cos\theta\,(2\nabla s\cdot\nabla\theta+s\nabla^2\theta).$$
Multiply the first by $\cos\theta$, the second by $\sin\theta$, and add. The last brackets cancel, and the Schrödinger equations supply the right-hand side:
$$\nabla^2s-s|\nabla\theta|^2=2s\,(v_s-\varepsilon_0\cos^2\theta-\varepsilon_1\sin^2\theta).$$
Divide by $2s$, note that $\nabla^2s/(2s)=u[n]$, and use $\varepsilon_0\cos^2\theta+\varepsilon_1\sin^2\theta=\varepsilon_1-\Delta\cos^2\theta$:
$$v_s[n]=u[n]-v_P+\varepsilon_1,\qquad v_P=\tfrac12|\nabla\theta|^2+\Delta\cos^2\theta\ge0 .\tag{10}$$
With (2),
$$\boxed{\,v_{\rm nad}=u[n_A]-u[n]+v_P+\text{constant}\,}\tag{11}$$

The Pauli term $v_P$ is the cost of the second orbital. For a given $n$, the angle and the gap follow from (9), with no flux $n\nabla\theta$ at infinity, and from equal norms of the orbitals, $\int n\cos2\theta\,d^3r=0$. Integrating (9) then also gives orthogonality, $\int n\sin2\theta\,d^3r=0$. This last step needs $\Delta\ne0$: the conditions are also met by $\Delta=0$, $\theta=\pi/4$, which makes the two orbitals identical. They are necessary conditions, and the solution wanted is the one with $\Delta>0$ for which $\phi_0$ and $\phi_1$ are the two lowest states of the potential (10). This is a differential equation to solve, not in general a closed formula.

## 8. Example: four electrons in a harmonic well

In one dimension with $v_s[n]=x^2/2$, the orbitals are $\phi_0=\pi^{-1/4}e^{-x^2/2}$ and $\phi_1=\sqrt2\,x\,\phi_0$. Hence $\tan\theta=\sqrt2\,x$, $\Delta=1$ and
$$n=\frac2{\sqrt\pi}e^{-x^2}(1+2x^2),\qquad v_P=\frac1{(1+2x^2)^2}+\frac1{1+2x^2},$$
from $\theta'=\sqrt2/(1+2x^2)$ and $\cos^2\theta=1/(1+2x^2)$.

A mixture $\phi_0\cos\alpha+\phi_1\sin\alpha$ with $\sin\alpha\ne0$ would not serve as the orbital of A, since it has a node at $x=-\cot\alpha/\sqrt2$. Divide the density smoothly instead, with $t=\tanh x$:
$$n_A=\tfrac12n(1+t),\qquad n_B=\tfrac12n(1-t).$$
Each integrates to 2, because $n$ is even and $t$ is odd, and neither has a node.

In one dimension (4) reads $u=\frac14L''+\frac18L'^2$ with $L=\ln n$. Going from $n$ to $n_A$ adds $\ln\frac{1+t}2$ to $L$, whose derivatives are $1-t$ and $-(1-t^2)$. Therefore
$$u[n_A]-u[n]=-\frac{1-t^2}4+\frac{L'(1-t)}4+\frac{(1-t)^2}8,\qquad L'=-2x+\frac{4x}{1+2x^2} .$$
At $x=0$ this is $-\frac14+0+\frac18=-0.125$ and $v_P=2$, so $v_{\rm nad}=1.875$ hartree. With the constant set to zero:

| $x$ (bohr) | $u[n_A]-u[n]$ | $v_P$ | $v_{\rm nad}$ (hartree) |
|---:|---:|---:|---:|
| $-2$ | 1.992 | 0.123 | 2.116 |
| $-1$ | 0.577 | 0.444 | 1.021 |
| $0$ | $-0.125$ | 2.000 | 1.875 |
| $1$ | $-0.138$ | 0.444 | 0.307 |
| $2$ | $-0.045$ | 0.123 | 0.078 |

For $x\to+\infty$, in the region of A, $v_{\rm nad}\to0$. For $x\to-\infty$, $1-t\to2$ and $L'\to-2x$, so $v_{\rm nad}\to-x+\frac12$. Added to $x^2/2$ this is $\frac12(x-1)^2$: far inside B, the electrons of A feel the outer wall of a parabola centered at $x=1$. The limit is approached slowly, with a correction of order $1/x$: at $x=-2$ the table gives $2.116$ against the limiting $2.5$. At the border the Pauli term adds a barrier.

The energy changes sign compared with section 6. Since $|\nabla\phi_0|^2+|\nabla\phi_1|^2=|\nabla s|^2+s^2|\nabla\theta|^2$, the second orbital adds $\frac12\int n\,\theta'^2dx$ to the von Weizsäcker energy of $n$. The one-orbital part of $T_{\rm nad}$ is $-0.282$ hartree, while the total is $+1.029$ hartree (28.0 eV), so the added term is $1.311$ hartree.

As a numerical test, vary $n_A$ by $\epsilon\eta$ with $\eta=n_A\,(e^{-(x-1/2)^2}-c)$, where $c$ makes $\int\eta\,dx=0$. The change of $T_{\rm nad}$ is found by making the kinetic energy of two orthonormal orbitals stationary at the changed density, starting from the angle above and without any potential. The slope $dT_{\rm nad}/d\epsilon$ is $0.1107$ hartree, and $\int v_{\rm nad}\,\eta\,dx$ from (11) gives the same value. Without $v_P$ the prediction for this variation is $-0.0575$ hartree, which has the wrong sign.

## Computed values

```
TWO HYDROGEN 1s DENSITIES, one electron each
separation R = 2.0 bohr; A at z = -1.0, B at z = 1.0
x (bohr)  z (bohr)  w = n_A/n  v_nad (hartree)
    0.0      -2.0    0.98201      -0.01199
    0.0      -0.5    0.88080      -0.36892
    0.0       0.0    0.50000      -0.50000
    0.0       0.5    0.11920       0.96441
    0.0       0.9    0.02660       9.16993
    0.0       1.1    0.01799       9.35251
    0.0       2.0    0.01799       0.65468
    1.0       0.0    0.50000      -0.25000
    1.0       1.0    0.07783       0.47008
v_nad at midpoint = -0.50000 hartree = -13.606 eV
w at nucleus B (uncancelled fraction) = 0.01799
r_B * v_nad close to B, by differentiation = 0.98201
T_s[n_A] = 0.50000 hartree
T_s[n_A+n_B] = 0.86369 hartree
T_nad = -0.13631 hartree = -3.709 eV
slope of T_nad along probe = 0.265648 hartree
integral of v_nad * probe  = 0.265647 hartree
largest pointwise deviation = 1.8e-15 hartree
Gaussian pair: density error = 1.8e-05 per bohr
HARMONIC WELL, omega = 1 hartree, two electrons in each part
x (bohr)  u[n_A]-u[n]   v_P    v_nad   (hartree)
  -2.0       1.9921    0.1235    2.1155
  -1.0       0.5765    0.4444    1.0210
  -0.5      -0.0512    1.1111    1.0599
   0.0      -0.1250    2.0000    1.8750
   0.5      -0.1156    1.1111    0.9955
   1.0      -0.1376    0.4444    0.3068
   2.0      -0.0455    0.1235    0.0780
T_s[n] from constrained search = 2.0000 hartree
orbital gap from the search = 1.0000 hartree
T_nad = 1.0293 hartree = 28.01 eV
one-orbital part of T_nad = -0.2820 hartree
slope of T_nad along probe = 0.1107 hartree
integral of v_nad * probe  = 0.1107 hartree
same integral without v_P  = -0.0575 hartree
skewed density (skew 0.3): gap = 1.4167 hartree
skewed density: inversion error = 3.1e-05 per bohr
```
